**Projected cosine sampling against exact trench view factors**

The program shows that three-dimensional cosine emission gives a uniform sine of the projected angle φ, independent of the direction component along the trench. `WIDTH`, `DEPTH` and `LENGTH` define the trench, `STICKING` is the probability of staying at an impact, and relative flux is measured against the flat outer field. It asserts the joint direction law by summation over solid angle, and two crossed-string view factors by quadrature of the three-dimensional exchange integral. Single flights must agree with the view factors in chi-square tests, while two wrong sampling rules must fail. Repeated flights must reproduce the zero-sticking identities and, with sticking, the flux balance within five batch standard errors. For a trench 200 nm wide and 1000 nm deep with sticking probability 0.05, the floor coverage is 0.5533 ± 0.0012 by simulation and 0.5534 by the balance. The output also sizes gas collisions, finite trench length, narrowing by the film and the choice of sticking probability; narrowing to 100 nm lowers the floor coverage to 0.29.

## Check in Python

```python
"""Cosine re-emission in the cross-section of a long trench.

Result under test: if molecules leave a surface with probability
cos(theta) dOmega / pi, the sine of the angle projected on the cross-section
is uniform on (-1, 1) and independent of the axial direction component.
Hence a 2D simulation with that sampling must reproduce exact view factors.

Symbols: WIDTH, DEPTH, LENGTH of the trench (nm); x across, z downwards,
y along the trench; sticking = probability of staying at an impact;
relative flux = local impact flux / impact flux on the flat outer field.
Sides are numbered 0 left wall, 1 floor, 2 right wall, 3 mouth.
"""
import numpy as np
from scipy import constants, integrate, stats

rng = np.random.default_rng(20417)
WIDTH, DEPTH, LENGTH = 200.0, 1000.0, 10000.0
STICKING = 0.05
TEMPERATURE, PRESSURE_TORR, DIAMETER_NM = 970.0, 0.5, 0.8
FILM = 50.0
BANDS = 10
NORMAL_X = np.array([1.0, 0.0, -1.0, 0.0])
NORMAL_Z = np.array([0.0, -1.0, 0.0, 1.0])


def uniform_sine(n):
    return 2.0 * rng.random(n) - 1.0


def uniform_angle(n):
    return np.sin(np.pi * (rng.random(n) - 0.5))


def polar_rule(n):
    return np.sqrt(rng.random(n)) * np.where(rng.random(n) < 0.5, -1.0, 1.0)


def fly(x, z, side, sine):
    """One straight flight in the cross-section to the next boundary."""
    cosine = np.sqrt(1.0 - sine**2)
    nx, nz = NORMAL_X[side], NORMAL_Z[side]
    ux = cosine * nx + sine * nz
    uz = cosine * nz + sine * nx
    to_x = np.where(ux > 0, WIDTH - x, -x) / ux
    to_z = np.where(uz > 0, DEPTH - z, -z) / uz
    wall = to_x < to_z
    length = np.where(wall, to_x, to_z)
    new_x = np.where(wall, np.where(ux > 0, WIDTH, 0.0), x + ux * length)
    new_z = np.where(wall, z + uz * length, np.where(uz > 0, DEPTH, 0.0))
    new_side = np.where(wall, np.where(ux > 0, 2, 0), np.where(uz > 0, 1, 3))
    return (np.clip(new_x, 0, WIDTH), np.clip(new_z, 0, DEPTH),
            new_side, length)


def simulate(sticking, sampler, batches, size):
    """Batch results: relative flux (10 wall bands, floor) and path data."""
    flux, other = [], []
    for _ in range(batches):
        x = rng.random(size) * WIDTH
        z = np.zeros(size)
        side = np.full(size, 3)
        y, low, high, path = (np.zeros(size) for _ in range(4))
        hits = np.zeros(BANDS + 1)
        escaped = total_path = floor_path = floor_past_end = 0.0
        while x.size:
            x, z, side, flat = fly(x, z, side, sampler(x.size))
            # axial component: one coordinate of a uniform point in a disk
            axial = (np.sqrt(rng.random(x.size))
                     * np.cos(2 * np.pi * rng.random(x.size)))
            true_length = flat / np.sqrt(1.0 - axial**2)
            y = y + true_length * axial
            path = path + true_length
            low, high = np.minimum(low, y), np.maximum(high, y)
            total_path += true_length.sum()
            inside = side != 3
            escaped += np.count_nonzero(~inside)
            band = np.minimum((z / DEPTH * BANDS).astype(int), BANDS - 1)
            band = np.where(side == 1, BANDS, band)
            hits += np.bincount(band[inside], minlength=BANDS + 1)
            floor = side == 1
            floor_path += path[floor].sum()
            reach = np.maximum(y - low, high - y)
            floor_past_end += np.count_nonzero(reach[floor] > LENGTH / 2)
            keep = inside & (rng.random(x.size) >= sticking)
            x, z, side, y, low, high, path = (
                a[keep] for a in (x, z, side, y, low, high, path))
        area = np.full(BANDS + 1, 2 * DEPTH / BANDS)
        area[-1] = WIDTH
        flux.append(hits / area * WIDTH / size)
        other.append([escaped / size, total_path / size, hits.sum() / size,
                      floor_path / hits[-1], floor_past_end / hits[-1]])
    return np.array(flux), np.array(other)


def mean_error(samples):
    return samples.mean(0), samples.std(0, ddof=1) / np.sqrt(len(samples))


def view_factors(width, depth, n_wall, n_floor):
    """Crossed-string factors; the last patch is the mouth."""
    down = np.linspace(0, depth, n_wall + 1)
    across = np.linspace(0, width, n_floor + 1)
    px = np.concatenate([np.zeros(n_wall), across, np.full(n_wall, width)])
    pz = np.concatenate([down[:-1], np.full(n_floor + 1, depth),
                         down[::-1][1:]])
    start = np.column_stack([px, pz])
    end = np.roll(start, -1, axis=0)

    def distance(a, b):
        return np.hypot(a[:, None, 0] - b[None, :, 0],
                        a[:, None, 1] - b[None, :, 1])

    size = np.hypot(*(end - start).T)
    strings = (distance(start, start) + distance(end, end)
               - distance(end, start) - distance(start, end))
    factors = strings / (2 * size[:, None])
    np.fill_diagonal(factors, 0.0)
    return factors, size


def balance(width, depth, sticking, strip):
    """Relative flux in 10 wall bands and on the floor; escaped share."""
    n_wall, n_floor = round(depth / strip), round(width / strip)
    factors, size = view_factors(width, depth, n_wall, n_floor)
    inner = factors[:-1, :-1]
    flux = np.linalg.solve(np.eye(len(inner)) - (1 - sticking) * inner,
                           factors[:-1, -1])
    walls = 0.5 * (flux[:n_wall] + flux[::-1][:n_wall])
    profile = np.append(walls.reshape(BANDS, -1).mean(1),
                        flux[n_wall:n_wall + n_floor].mean())
    return profile, 1 - sticking * np.sum(flux * size[:-1]) / width


# Projected cosine law from its solid-angle definition
n_theta, n_psi = 1200, 2400
theta = (np.arange(n_theta)[:, None] + 0.5) * (np.pi / 2) / n_theta
psi = (np.arange(n_psi)[None, :] + 0.5) * 2 * np.pi / n_psi
weight = (np.cos(theta) * np.sin(theta) / np.pi
          * (np.pi / 2 / n_theta) * (2 * np.pi / n_psi)) * np.ones_like(psi)
axial_part = np.sin(theta) * np.sin(psi)
shadow = np.sqrt(1 - axial_part**2)
projected_sine = np.sin(theta) * np.cos(psi) / shadow
law_error = 0.0
for q in (-0.53, 0.31, 0.79):
    for c in (-0.43, 0.61, 1.0):
        counted = weight[(projected_sine < q) & (axial_part < c)].sum()
        axial_cdf = 0.5 + (c * np.sqrt(1 - c * c) + np.arcsin(c)) / np.pi
        law_error = max(law_error, abs(counted - (1 + q) / 2 * axial_cdf))
assert law_error < 2e-3  # cells cut by the region edges limit the accuracy
stretch = np.sum(weight / shadow)
assert abs(stretch - 4 / np.pi) < 2e-3

# Crossed strings against the 3D exchange integral, lengths in trench widths
patch_factor, patch_size = view_factors(WIDTH, DEPTH, BANDS, 2)
assert np.max(np.abs(patch_factor.sum(1) - 1)) < 1e-10
emitter = 7  # left wall band 700 to 800 nm deep
nodes, node_weights = np.polynomial.legendre.leggauss(16)
aspect = DEPTH / WIDTH
z_emit = aspect * (emitter + 0.5 + 0.5 * nodes) / BANDS


def exchange(target):
    total = 0.0
    for ze, we in zip(z_emit, node_weights / 2):
        for t, wt in zip(nodes, node_weights / 2):
            if target == "floor":
                across, drop, extent = 0.5 + 0.5 * t, aspect - ze, 1.0
                top = across * drop
            else:  # right wall band of the same depth
                across, extent = 1.0, aspect / BANDS
                drop = aspect * (emitter + 0.5 + 0.5 * t) / BANDS - ze
                top = across * across
            rho2 = across**2 + drop**2
            along = integrate.quad(
                lambda s: top / (np.pi * (rho2 + s * s)**2),
                -np.inf, np.inf)[0]
            total += we * wt * extent * along
    return total


floor_quad, facing_quad = exchange("floor"), exchange("facing")
floor_strings = patch_factor[emitter, BANDS:BANDS + 2].sum()
facing_index = BANDS + 2 + (BANDS - 1 - emitter)
facing_strings = patch_factor[emitter, facing_index]
assert abs(floor_quad - floor_strings) < 1e-6
assert abs(facing_quad - facing_strings) < 1e-6
mouth_floor = np.sqrt(1 + aspect**2) - aspect
assert abs(patch_factor[-1, BANDS:BANDS + 2].sum() - mouth_floor) < 1e-10


# Single flights against exact view factors
def single_flights(patch, sampler, n=500000):
    edges = np.concatenate([[0.0], np.cumsum(patch_size)])
    s = edges[patch] + patch_size[patch] * rng.random(n)
    if patch < BANDS:
        x, z, side = np.zeros(n), s, 0
    elif patch < BANDS + 2:
        x, z, side = s - DEPTH, np.full(n, DEPTH), 1
    else:
        x, z, side = 2 * DEPTH + 2 * WIDTH - s, np.zeros(n), 3
    x, z, hit, _ = fly(x, z, np.full(n, side), sampler(n))
    place = np.choose(hit, [z, DEPTH + x, 2 * DEPTH + WIDTH - z,
                            2 * DEPTH + 2 * WIDTH - x])
    index = np.clip(np.searchsorted(edges, place, side="right") - 1,
                    0, len(patch_size) - 1)
    counts = np.bincount(index, minlength=len(patch_size))
    seen = patch_factor[patch] > 1e-9
    expected = n * patch_factor[patch][seen]
    chi2 = np.sum((counts[seen] - expected)**2 / expected)
    return counts / n, chi2, np.count_nonzero(seen) - 1


mouth = len(patch_size) - 1
chi_rows = []
for patch in (emitter, BANDS, mouth):
    share, chi2, dof = single_flights(patch, uniform_sine)
    assert stats.chi2.sf(chi2, dof) > 1e-4
    chi_rows.append((chi2, dof))
    if patch == emitter:
        band_share = share
    if patch == mouth:
        mouth_share = share[BANDS:BANDS + 2].sum()
wrong_single = {}
for name, sampler in (("uniform angle", uniform_angle),
                      ("polar rule", polar_rule)):
    share, chi2, dof = single_flights(mouth, sampler)
    assert stats.chi2.sf(chi2, dof) < 1e-12
    wrong_single[name] = (share[BANDS:BANDS + 2].sum(), chi2)

# No sticking: uniform flux, known number of impacts and known path
flux0, other0 = simulate(0.0, uniform_sine, 20, 20000)
flux0_mean, flux0_error = mean_error(flux0)
other0_mean, other0_error = mean_error(other0)
assert np.all(np.abs(flux0_mean - 1) < 5 * flux0_error)
impacts_exact = (2 * DEPTH + WIDTH) / WIDTH
assert abs(other0_mean[2] - impacts_exact) < 5 * other0_error[2]
assert abs(other0_mean[1] - 4 * DEPTH) < 5 * other0_error[1]

# Example with sticking: simulation against the flux balance
flux, other = simulate(STICKING, uniform_sine, 25, 40000)
flux_mean, flux_error = mean_error(flux)
other_mean, other_error = mean_error(other)
coarse, _ = balance(WIDTH, DEPTH, STICKING, 10.0)
fine, escaped_fine = balance(WIDTH, DEPTH, STICKING, 5.0)
strip_change = np.max(np.abs(coarse - fine))
assert strip_change < 1e-3
assert np.all(np.abs(flux_mean - fine) < 5 * flux_error)
assert abs(other_mean[0] - escaped_fine) < 5 * other_error[0]
wrong_full = {}
for name, sampler in (("uniform angle", uniform_angle),
                      ("polar rule", polar_rule)):
    m, e = mean_error(simulate(STICKING, sampler, 10, 20000)[0])
    wrong_full[name] = (m[-1], e[-1])

# Sizes of neglected effects
free_path = (constants.k * TEMPERATURE
             / (np.sqrt(2) * np.pi * (DIAMETER_NM * 1e-9)**2
                * PRESSURE_TORR * constants.torr)) * 1e9
narrowed = balance(WIDTH - 2 * FILM, DEPTH, STICKING, 5.0)[0][-1]

print(f"trench width, depth, length: {WIDTH:.0f}, {DEPTH:.0f}, "
      f"{LENGTH:.0f} nm")
print(f"sticking probability: {STICKING:.2f}")
print(f"temperature {TEMPERATURE:.0f} K, pressure {PRESSURE_TORR:.1f} Torr, "
      f"collision diameter {DIAMETER_NM:.1f} nm")
print(f"projected law, largest joint-probability error: {law_error:.1e}")
print(f"mean true/projected flight length: {stretch:.4f} "
      f"(4/pi = {4 / np.pi:.4f})")
print("view factors from left wall band 700-800 nm:")
print(f"  to floor: strings {floor_strings:.6f}, 3D integral "
      f"{floor_quad:.6f}, flights {band_share[BANDS:BANDS + 2].sum():.4f}")
print(f"  to facing band: strings {facing_strings:.6f}, 3D integral "
      f"{facing_quad:.6f}, flights {band_share[facing_index]:.4f}")
print(f"mouth to floor: exact {mouth_floor:.5f}, flights {mouth_share:.5f}")
for label, (chi2, dof) in zip(("wall band", "left half floor", "mouth"),
                              chi_rows):
    print(f"chi-square, 500000 flights from {label}: {chi2:.1f} "
          f"for {dof} degrees of freedom")
for name, (share, chi2) in wrong_single.items():
    print(f"wrong rule, {name}: mouth to floor {share:.4f}, "
          f"chi-square {chi2:.2e}")
print(f"no sticking, 400000 entries: flux from {flux0_mean.min():.4f} "
      f"to {flux0_mean.max():.4f}, largest std error {flux0_error.max():.4f}")
print(f"no sticking, impacts per entry: {other0_mean[2]:.3f} +- "
      f"{other0_error[2]:.3f} (exact {impacts_exact:.0f})")
print(f"no sticking, true path per entry: {other0_mean[1]:.0f} +- "
      f"{other0_error[1]:.0f} nm (exact {4 * DEPTH:.0f} nm)")
print("step coverage, 1000000 entries: simulation, std error, balance")
for i in range(BANDS + 1):
    place = ("floor" if i == BANDS else
             f"wall {i * DEPTH / BANDS:.0f}-{(i + 1) * DEPTH / BANDS:.0f} nm")
    print(f"  {place}: {flux_mean[i]:.4f}, {flux_error[i]:.4f}, {fine[i]:.4f}")
print(f"largest change, 10 nm to 5 nm strips: {strip_change:.1e}")
print(f"escaped share: simulation {other_mean[0]:.4f} +- "
      f"{other_error[0]:.4f}, balance {escaped_fine:.4f}")
print(f"impacts per entry with sticking: {other_mean[2]:.3f}")
for name, (m, e) in wrong_full.items():
    print(f"wrong rule, {name}: floor coverage {m:.4f} +- {e:.4f}")
print(f"gas mean free path: {free_path / 1000:.1f} um")
print(f"mean true path at floor impacts: {other_mean[3] / 1000:.3f} um")
print(f"path / mean free path: {100 * other_mean[3] / free_path:.2f} %")
print(f"floor impacts with path past trench ends: "
      f"{100 * other_mean[4]:.2f} +- {100 * other_error[4]:.2f} %")
print(f"floor coverage after uniform {FILM:.0f} nm film "
      f"(width {WIDTH - 2 * FILM:.0f} nm): {narrowed:.4f}")
for s in (0.02, 0.10, 1.00):
    print(f"floor coverage for sticking {s:.2f}: "
          f"{balance(WIDTH, DEPTH, s, 5.0)[0][-1]:.4f}")
print("finished without a failed check")
```

It prints:

```
trench width, depth, length: 200, 1000, 10000 nm
sticking probability: 0.05
temperature 970 K, pressure 0.5 Torr, collision diameter 0.8 nm
projected law, largest joint-probability error: 7.8e-06
mean true/projected flight length: 1.2732 (4/pi = 1.2732)
view factors from left wall band 700-800 nm:
  to floor: strings 0.111438, 3D integral 0.111438, flights 0.1113
  to facing band: strings 0.236068, 3D integral 0.236068, flights 0.2359
mouth to floor: exact 0.09902, flights 0.09914
chi-square, 500000 flights from wall band: 10.6 for 12 degrees of freedom
chi-square, 500000 flights from left half floor: 28.8 for 20 degrees of freedom
chi-square, 500000 flights from mouth: 12.8 for 21 degrees of freedom
wrong rule, uniform angle: mouth to floor 0.0627, chi-square 6.28e+04
wrong rule, polar rule: mouth to floor 0.0130, chi-square 1.04e+05
no sticking, 400000 entries: flux from 0.9965 to 1.0033, largest std error 0.0038
no sticking, impacts per entry: 11.002 +- 0.021 (exact 11)
no sticking, true path per entry: 4000 +- 7 nm (exact 4000 nm)
step coverage, 1000000 entries: simulation, std error, balance
  wall 0-100 nm: 0.8090, 0.0008, 0.8080
  wall 100-200 nm: 0.7317, 0.0011, 0.7310
  wall 200-300 nm: 0.6687, 0.0011, 0.6686
  wall 300-400 nm: 0.6181, 0.0011, 0.6196
  wall 400-500 nm: 0.5809, 0.0016, 0.5814
  wall 500-600 nm: 0.5500, 0.0012, 0.5522
  wall 600-700 nm: 0.5316, 0.0010, 0.5310
  wall 700-800 nm: 0.5160, 0.0015, 0.5174
  wall 800-900 nm: 0.5120, 0.0011, 0.5115
  wall 900-1000 nm: 0.5131, 0.0014, 0.5130
  floor: 0.5533, 0.0012, 0.5534
largest change, 10 nm to 5 nm strips: 2.8e-05
escaped share: simulation 0.6707 +- 0.0004, balance 0.6706
impacts per entry with sticking: 6.584
wrong rule, uniform angle: floor coverage 0.6765 +- 0.0032
wrong rule, polar rule: floor coverage 0.5431 +- 0.0018
gas mean free path: 70.7 um
mean true path at floor impacts: 3.459 um
path / mean free path: 4.90 %
floor impacts with path past trench ends: 0.37 +- 0.01 %
floor coverage after uniform 50 nm film (width 100 nm): 0.2905
floor coverage for sticking 0.02: 0.7577
floor coverage for sticking 0.10: 0.3815
floor coverage for sticking 1.00: 0.0990
finished without a failed check
```
